**Nucleation delay in an alloyed amorphous film**

The program tests the steady nucleation rate J = [2ν(1−x)²/Ω] √(γΩ^(2/3)/kT) exp[−(W\*+Q)/kT], with W\* = 16πγ³Ω²/(3Δμ²). Here x is the fraction of added oxide, Ω the volume per formula unit, γ the interfacial energy, Δμ the driving force per unit, Q the transport barrier and ν the attempt frequency. It asserts that this formula agrees within 3% with a numerical solution of the cluster master equation for the host, the alloy and each main change taken separately. Further assertions compare the critical nucleus with a numerical maximum, the driving force with finite counting of arrangements, and the sensitivity to driving force with the nucleus size. A scan of tangents confirms that globally stable regular mixtures do not raise the host potential, and a direct maximisation checks the case of a soluble added oxide. For the chosen model parameters at 800 K, the mean waiting time for the first nucleus rises from 83 s to about 11 h. The output also shows that an interfacial energy of about 1.11 eV/nm² would cancel this delay, and that demixing or a crystal-favouring additive can increase the driving force.

## Verification by program

```python
"""
Why alloying can delay crystallisation of an amorphous oxide film.
Result under test, for nuclei of pure host A in an amorphous A-B mixture:
  J = 2 nu (1-x)^2/Omega * sqrt(gamma Omega^(2/3)/kT) * exp(-(W+Q)/kT)
  W = 16 pi gamma^3 Omega^2/(3 drive^2)
  drive = drive_A + kT ln(1-x) + omega x^2,   waiting time t = 1/(J V)
x: fraction of B; drive: free energy gained per crystallised unit (eV);
gamma: interfacial energy (eV/nm^2); Q: transport barrier (eV);
Omega: volume per unit (nm^3); nu: attempt frequency (1/s);
omega: mixing energy of the amorphous phase (eV); V: film volume (nm^3).
The rate is tested against a numerical solution of the cluster master equation.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

KB = const.k / const.e
OMEGA_VOL = 0.035
NU = 1.0e13
LATENT, T_MELT = 0.24, 3000.0
SIDE, THICK = 20.0, 2.5
VOLUME = SIDE**2 * THICK
T_REF = 800.0
X_ALLOY, MIX = 0.10, -0.30
GAMMA_HOST, GAMMA_ALLOY = 1.20, 1.25
Q_HOST, Q_ALLOY = 2.00, 2.10


def host_drive(T):
    return LATENT * (1 - T / T_MELT)


def drive_force(x, T, mix=MIX):
    return host_drive(T) + KB * T * np.log(1 - x) + mix * x**2


def barrier(drive, gamma):
    return 16 * np.pi * gamma**3 * OMEGA_VOL**2 / (3 * drive**2)


def closed_rate(drive, gamma, Q, x, T):
    kT = KB * T
    root = np.sqrt(gamma * OMEGA_VOL**(2 / 3) / kT)
    boltz = np.exp(-(barrier(drive, gamma) + Q) / kT)
    return 2 * NU * (1 - x)**2 / OMEGA_VOL * root * boltz


def master_rate(drive, gamma, Q, x, T, largest=150):
    """Steady flux and time lag from the linear cluster equations."""
    kT = KB * T
    n = np.arange(1, largest + 1, dtype=float)
    area = 4 * np.pi * (3 * n * OMEGA_VOL / (4 * np.pi))**(2 / 3)
    work = -n * drive + gamma * area
    attach = NU * (1 - x) * np.exp(-Q / kT) * area / OMEGA_VOL**(2 / 3)
    detach = np.zeros(largest)
    detach[1:] = attach[:-1] * np.exp(np.diff(work) / kT)
    monomers = (1 - x) / OMEGA_VOL * np.exp(-work[0] / kT)
    size = largest - 2
    band = np.zeros((3, size))
    band[0, 1:] = detach[2:largest - 1]
    band[1] = -(attach + detach)[1:largest - 1]
    band[2, :-1] = attach[1:largest - 2]
    source = np.zeros(size)
    source[0] = attach[0] * monomers
    steady = solve_banded((1, 1), band, -source)
    flux = attach[largest - 2] * steady[-1]
    missing = solve_banded((1, 1), band, -steady)
    lag = attach[largest - 2] * missing[-1] / flux
    return flux, lag


kT = KB * T_REF
d0 = host_drive(T_REF)
d1 = drive_force(X_ALLOY, T_REF)
W0, W1 = barrier(d0, GAMMA_HOST), barrier(d1, GAMMA_ALLOY)
n0, n1 = 2 * W0 / d0, 2 * W1 / d1
r0 = 2 * GAMMA_HOST * OMEGA_VOL / d0
r1 = 2 * GAMMA_ALLOY * OMEGA_VOL / d1

# Critical nucleus: numerical maximum of the work of a sphere.
for d, g, W, n, r in ((d0, GAMMA_HOST, W0, n0, r0),
                      (d1, GAMMA_ALLOY, W1, n1, r1)):
    top = minimize_scalar(
        lambda s: 4 * np.pi * s**3 / 3 * d / OMEGA_VOL - 4 * np.pi * s**2 * g,
        bounds=(0.1, 1.2), method="bounded", options={"xatol": 1e-9})
    assert abs(-top.fun / W - 1) < 1e-6
    assert abs(top.x / r - 1) < 1e-4
    assert abs(4 * np.pi * top.x**3 / (3 * OMEGA_VOL) / n - 1) < 1e-3
    assert 2 * r < THICK


# Driving force: remove some A units from a finite mixture and count states.
def mixture_energy(a, b):
    states = gammaln(a + b + 1) - gammaln(a + 1) - gammaln(b + 1)
    return -kT * states + MIX * a * b / (a + b)


total, removed = 1.0e6, 20
a_units, b_units = (1 - X_ALLOY) * total, X_ALLOY * total
counted = (mixture_energy(a_units, b_units)
           - mixture_energy(a_units - removed, b_units)) / removed
assert abs(d0 + counted - d1) < 1e-5

# A globally stable amorphous mixture never has a raised host potential.
y = np.linspace(1e-5, 1 - 1e-5, 4001)
stable_cases = raised_cases = 0
for mix in np.linspace(-0.5, 1.0, 31):
    g_y = kT * (y * np.log(y) + (1 - y) * np.log(1 - y)) + mix * y * (1 - y)
    for x in np.linspace(0.02, 0.98, 49):
        g_x = kT * (x * np.log(x) + (1 - x) * np.log(1 - x)) + mix * x * (1 - x)
        slope = kT * np.log(x / (1 - x)) + mix * (1 - 2 * x)
        stable = np.all(g_y >= g_x + slope * (y - x) - 1e-12)
        intercept = g_x - x * slope
        if stable:
            stable_cases += 1
            assert intercept <= 1e-12
        elif intercept > 0:
            raised_cases += 1
assert stable_cases > 0 and raised_cases > 0
MIX_DEMIX = 1.0
d_demix = drive_force(X_ALLOY, T_REF, MIX_DEMIX)
curvature = kT / (X_ALLOY * (1 - X_ALLOY)) - 2 * MIX_DEMIX
assert d_demix > d0 and curvature < 0

# Soluble B: choose the nucleus composition that gains most free energy.
soluble = []
for shift in (-0.05, 0.05):
    dB = d0 + shift
    gain = ((1 - y) * (d0 + kT * np.log((1 - X_ALLOY) / (1 - y)))
            + y * (dB + kT * np.log(X_ALLOY / y)))
    best = kT * np.log((1 - X_ALLOY) * np.exp(d0 / kT)
                       + X_ALLOY * np.exp(dB / kT))
    assert abs(gain.max() - best) < 1e-6
    assert (best - d0) * shift > 0
    soluble.append(best)

# Closed rate against the master equation, changing one quantity at a time.
cases = {
    "host": (d0, GAMMA_HOST, Q_HOST, 0.0, T_REF),
    "drive": (d1, GAMMA_HOST, Q_HOST, 0.0, T_REF),
    "gamma": (d0, GAMMA_ALLOY, Q_HOST, 0.0, T_REF),
    "transport": (d0, GAMMA_HOST, Q_ALLOY, 0.0, T_REF),
    "alloy": (d1, GAMMA_ALLOY, Q_ALLOY, X_ALLOY, T_REF)}
closed = {name: closed_rate(*p) for name, p in cases.items()}
solved = {name: master_rate(*p) for name, p in cases.items()}
for name in cases:
    # Harmonic expansion at the barrier top is good to about kT/W.
    assert abs(closed[name] / solved[name][0] - 1) < 0.03
    if name != "host":
        assert solved[name][0] < solved["host"][0]

# Sensitivity of the solved rate to the driving force equals nucleus size.
step = 1e-4
up = master_rate(d0 + step, GAMMA_HOST, Q_HOST, 0.0, T_REF)[0]
down = master_rate(d0 - step, GAMMA_HOST, Q_HOST, 0.0, T_REF)[0]
slope_size = kT * np.log(up / down) / (2 * step)
assert abs(slope_size / n0 - 1) < 0.02

# Logarithmic delay split into its parts.
part_drive = (barrier(d1, GAMMA_HOST) - W0) / kT
part_gamma = (barrier(d0, GAMMA_ALLOY) - W0) / kT
part_cross = (W1 - W0) / kT - part_drive - part_gamma
part_Q = (Q_ALLOY - Q_HOST) / kT
part_root = -0.5 * np.log(GAMMA_ALLOY / GAMMA_HOST)
part_sites = -2 * np.log(1 - X_ALLOY)
log_delay = (part_drive + part_gamma + part_cross + part_Q
             + part_root + part_sites)
log_solved = np.log(solved["host"][0] / solved["alloy"][0])
assert abs(log_delay - log_solved) < 0.03
t0, t1 = 1 / (closed["host"] * VOLUME), 1 / (closed["alloy"] * VOLUME)
lag0, lag1 = solved["host"][1], solved["alloy"][1]
assert 0 < lag0 < 0.1 * t0 and 0 < lag1 < 0.1 * t1


# Temperature at which the alloy waits as long as the host at T_REF.
def alloy_log_time(T):
    rate = closed_rate(drive_force(X_ALLOY, T), GAMMA_ALLOY, Q_ALLOY, X_ALLOY, T)
    return -np.log(rate * VOLUME)


T_equal = brentq(lambda T: alloy_log_time(T) - np.log(t0), T_REF, 1100.0)
check = master_rate(drive_force(X_ALLOY, T_equal), GAMMA_ALLOY, Q_ALLOY,
                    X_ALLOY, T_equal)[0]
assert abs(check * VOLUME * t0 - 1) < 0.03

# Interfacial energy that would cancel the whole delay.
gamma_cancel = brentq(
    lambda g: np.log(closed_rate(d1, g, Q_ALLOY, X_ALLOY, T_REF)
                     / closed["host"]), 0.8, GAMMA_ALLOY)
check = master_rate(d1, gamma_cancel, Q_ALLOY, X_ALLOY, T_REF)[0]
assert abs(check / solved["host"][0] - 1) < 0.03
assert gamma_cancel < GAMMA_HOST

print(f"Temperature: {T_REF:.0f} K; kT = {kT:.5f} eV")
print(f"Volume per formula unit: {OMEGA_VOL:.3f} nm^3")
print(f"Attempt frequency: {NU:.1e} 1/s")
print(f"Host latent energy: {LATENT:.2f} eV; melting: {T_MELT:.0f} K")
print(f"Film: {SIDE:.0f} x {SIDE:.0f} x {THICK:.1f} nm; V = {VOLUME:.0f} nm^3")
print(f"Alloy fraction x: {X_ALLOY:.2f}; mixing energy: {MIX:.2f} eV")
print(f"Interfacial energy host, alloy: {GAMMA_HOST:.2f}, {GAMMA_ALLOY:.2f} eV/nm^2")
print(f"Host interfacial energy: {GAMMA_HOST * const.e * 1e18:.3f} J/m^2")
print(f"Transport barrier host, alloy: {Q_HOST:.2f}, {Q_ALLOY:.2f} eV")
print(f"Ideal dilution term kT ln(1-x): {kT * np.log(1 - X_ALLOY):.5f} eV")
print(f"Mixing term omega x^2: {MIX * X_ALLOY**2:.5f} eV")
print(f"Driving force host, alloy: {d0:.4f}, {d1:.4f} eV per unit")
print(f"Critical radius host, alloy: {r0:.3f}, {r1:.3f} nm")
print(f"Critical size host, alloy: {n0:.2f}, {n1:.2f} units")
print(f"Nucleation barrier host, alloy: {W0:.3f}, {W1:.3f} eV")
print(f"Barrier/kT host, alloy: {W0 / kT:.2f}, {W1 / kT:.2f}")
print(f"Size from slope of solved host rate: {slope_size:.2f} units")
print(f"Ideal dilution factor (1-x)^n, host n: {(1 - X_ALLOY)**n0:.3f}")
print(f"First-order log delay from driving force: {n0 * (d0 - d1) / kT:.3f}")
print(f"Log delay, driving force alone: {part_drive:.3f}")
print(f"Log delay, interfacial energy in barrier alone: {part_gamma:.3f}")
print(f"Log delay, cross term: {part_cross:.3f}")
print(f"Log delay, transport barrier: {part_Q:.3f}")
print(f"Log delay, interfacial prefactor: {part_root:.3f}")
print(f"Log delay, fewer host sites and arrivals: {part_sites:.3f}")
print(f"Log delay, total formula: {log_delay:.3f}")
print(f"Log delay, master equation: {log_solved:.3f}")
print(f"Rate host, formula: {closed['host']:.3e} 1/(nm^3 s)")
print(f"Rate host, master equation: {solved['host'][0]:.3e} 1/(nm^3 s)")
print(f"Rate alloy, formula: {closed['alloy']:.3e} 1/(nm^3 s)")
print(f"Rate alloy, master equation: {solved['alloy'][0]:.3e} 1/(nm^3 s)")
print(f"Waiting time host: {t0:.1f} s")
print(f"Waiting time alloy: {t1:.3e} s = {t1 / 3600:.2f} h")
print(f"Delay factor: {t1 / t0:.1f}")
print(f"Time lag to 150 units, host, alloy: {lag0:.2f}, {lag1:.2f} s")
print(f"Alloy temperature for host waiting time: {T_equal:.1f} K")
print(f"Temperature shift: {T_equal - T_REF:.1f} K")
print(f"Alloy interfacial energy cancelling delay: {gamma_cancel:.3f} eV/nm^2")
print(f"Demixing example, mixing energy: {MIX_DEMIX:.2f} eV")
print(f"Demixing example, driving force: {d_demix:.4f} eV per unit")
print(f"Demixing example, free-energy curvature: {curvature:.3f} eV")
print(f"Soluble B, drive_B = drive_A - 0.05 eV: best {soluble[0]:.4f} eV")
print(f"Soluble B, drive_B = drive_A + 0.05 eV: best {soluble[1]:.4f} eV")
print("success")
```

It prints:

```
Temperature: 800 K; kT = 0.06894 eV
Volume per formula unit: 0.035 nm^3
Attempt frequency: 1.0e+13 1/s
Host latent energy: 0.24 eV; melting: 3000 K
Film: 20 x 20 x 2.5 nm; V = 1000 nm^3
Alloy fraction x: 0.10; mixing energy: -0.30 eV
Interfacial energy host, alloy: 1.20, 1.25 eV/nm^2
Host interfacial energy: 0.192 J/m^2
Transport barrier host, alloy: 2.00, 2.10 eV
Ideal dilution term kT ln(1-x): -0.00726 eV
Mixing term omega x^2: -0.00300 eV
Driving force host, alloy: 0.1760, 0.1657 eV per unit
Critical radius host, alloy: 0.477, 0.528 nm
Critical size host, alloy: 13.01, 17.61 units
Nucleation barrier host, alloy: 1.145, 1.459 eV
Barrier/kT host, alloy: 16.61, 21.17
Size from slope of solved host rate: 13.00 units
Ideal dilution factor (1-x)^n, host n: 0.254
First-order log delay from driving force: 1.937
Log delay, driving force alone: 2.121
Log delay, interfacial energy in barrier alone: 2.164
Log delay, cross term: 0.276
Log delay, transport barrier: 1.451
Log delay, interfacial prefactor: -0.020
Log delay, fewer host sites and arrivals: 0.211
Log delay, total formula: 6.202
Log delay, master equation: 6.200
Rate host, formula: 1.201e-05 1/(nm^3 s)
Rate host, master equation: 1.190e-05 1/(nm^3 s)
Rate alloy, formula: 2.432e-08 1/(nm^3 s)
Rate alloy, master equation: 2.416e-08 1/(nm^3 s)
Waiting time host: 83.3 s
Waiting time alloy: 4.111e+04 s = 11.42 h
Delay factor: 493.6
Time lag to 150 units, host, alloy: 1.55, 7.90 s
Alloy temperature for host waiting time: 1016.6 K
Temperature shift: 216.6 K
Alloy interfacial energy cancelling delay: 1.112 eV/nm^2
Demixing example, mixing energy: 1.00 eV
Demixing example, driving force: 0.1787 eV per unit
Demixing example, free-energy curvature: -1.234 eV
Soluble B, drive_B = drive_A - 0.05 eV: best 0.1723 eV
Soluble B, drive_B = drive_A + 0.05 eV: best 0.1830 eV
success
```
